# Second Sound and the Guyer-Krumhansl Equation from the Phonon Boltzmann Equation: verification in Python

```python
"""Second sound and the Guyer-Krumhansl (GK) equation from phonon kinetics.

Result under test, for one phonon speed v and frequency-independent rates:
  dq/dt + q/tau_R + (v^2/3) C grad T
      = (tau v^2/5) [laplacian q + (1/3) grad div q],
  C dT/dt + div q = 0,   1/tau = 1/tau_N + 1/tau_R.
q: heat flux, C: heat capacity per volume, T: temperature,
tau_N: normal time, tau_R: resistive time, k: wave number.
Waves exp(i k x + s t) have s = -Gamma +- i omega. For
1/tau_R << omega << 1/tau_N the wave speed is v/sqrt(3).
The reference is the kinetic equation itself, discretized in direction.
"""
import numpy as np
from scipy.constants import hbar, k as kB
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

mu, weight = np.polynomial.legendre.leggauss(64)
weight = weight / 2.0          # average over directions


def longitudinal_matrix(k, v, tau_n, rate_r):
    """Generator for the energy deviation per direction, flux along k."""
    rate = 1.0 / tau_n + rate_r
    streaming_and_loss = np.diag(-1j * k * v * mu - rate)
    energy_return = rate * np.outer(np.ones_like(mu), weight)
    momentum_return = 3.0 / tau_n * np.outer(mu, mu * weight)
    return streaming_and_loss + energy_return + momentum_return


def transverse_matrix(k, v, tau_n, rate_r):
    """Generator for g(mu), where the deviation is n_x g(mu), k along z."""
    rate = 1.0 / tau_n + rate_r
    gain = 3.0 / tau_n * np.outer(np.ones_like(mu),
                                  weight * (1.0 - mu**2) / 2.0)
    return np.diag(-1j * k * v * mu - rate) + gain


def slowest(matrix):
    values = np.linalg.eigvals(matrix)
    return values[np.argmax(values.real)]


# Drifting Planck distribution: energy per direction is linear in mu.
# The second cutoff checks that a finite phonon band changes nothing.
beta = 1.0e-4                  # drift speed divided by v
nodes, node_weights = np.polynomial.legendre.leggauss(200)
for x_max in (60.0, 3.0):
    x = x_max * (nodes + 1.0) / 2.0
    wx = x_max * node_weights / 2.0
    angular = np.array([np.sum(wx * x**3 / np.expm1(x * (1 - beta * m)))
                        for m in mu])
    energy = np.sum(weight * angular)
    flux_over_v = np.sum(weight * mu * angular)
    predicted = energy + 3.0 * mu * flux_over_v
    assert np.max(abs(angular - predicted)) / energy < 3.0e-7
    assert flux_over_v / energy > 0.5 * beta

# Second-moment closure by quadrature over the sphere.
azimuth = np.arange(16) * 2.0 * np.pi / 16
mm, aa = np.meshgrid(mu, azimuth, indexing="ij")
sphere_weight = np.repeat(weight[:, None] / 16, 16, axis=1).ravel()
sine = np.sqrt(1.0 - mm**2)
n = np.array([(sine * np.cos(aa)).ravel(),
              (sine * np.sin(aa)).ravel(), mm.ravel()])
grad_q = np.random.default_rng(4).normal(size=(3, 3))
fourth = 3.0 * np.einsum("a,ia,ja,ka,la->ijkl", sphere_weight, n, n, n, n)
full_stream = np.einsum("ijkl,kl->ij", fourth, grad_q)
traceless_stream = full_stream - np.eye(3) * np.trace(full_stream) / 3.0
closure = (grad_q + grad_q.T
           - 2.0 / 3.0 * np.eye(3) * np.trace(grad_q)) / 5.0
assert np.allclose(traceless_stream, closure, atol=1.0e-12)
# Coefficients of grad div q relative to laplacian q.
shear = fourth[0, 2, 2, 0]
coef_with_trace = fourth[2, 2, 2, 2] / shear - 1.0
traceless_zz = (fourth[2, 2, 2, 2]
                - np.trace(fourth[:, :, 2, 2]) / 3.0)
coef_traceless = traceless_zz / shear - 1.0
assert abs(coef_with_trace - 2.0) < 1.0e-12
assert abs(coef_traceless - 1.0 / 3.0) < 1.0e-12

# Pure normal collisions in units v = tau_N = 1: viscosity coefficients.
k_small = 0.03
s_long = slowest(longitudinal_matrix(k_small, 1.0, 1.0, 0.0))
s_trans = slowest(transverse_matrix(k_small, 1.0, 1.0, 0.0))
long_damping = -s_long.real / k_small**2
trans_damping = -s_trans.real / k_small**2
damping_third = 0.5 * (1.0 + 1.0 / 3.0) / 5.0
damping_two = 0.5 * (1.0 + 2.0) / 5.0
assert abs(long_damping / damping_third - 1.0) < 0.01
assert abs(long_damping / damping_two - 1.0) > 0.3
assert abs(trans_damping / 0.2 - 1.0) < 0.01

# Speed approaches v/sqrt(3) at small k and rises as the expansion fails.
k_table = (0.1, 0.3, 1.0)
speed_table = [abs(slowest(longitudinal_matrix(kk, 1.0, 1.0, 0.0)).imag)
               / kk for kk in k_table]
assert abs(speed_table[0] * np.sqrt(3.0) - 1.0) < 0.003
assert speed_table[0] < speed_table[1] < speed_table[2]
assert speed_table[2] * np.sqrt(3.0) > 1.03

# Time domain: damped temperature wave at small k, free flight at large k.
k_wave = 0.05
gamma_wave = damping_third * k_wave**2
omega_wave = np.sqrt(k_wave**2 / 3.0 - gamma_wave**2)
wave_error = 0.0
for fraction in (0.25, 0.5, 0.75, 1.0):
    t = fraction * 2.0 * np.pi / omega_wave
    propagator = expm(longitudinal_matrix(k_wave, 1.0, 1.0, 0.0) * t)
    direct = (weight @ propagator @ np.ones(64)).real
    formula = np.exp(-gamma_wave * t) * (
        np.cos(omega_wave * t)
        + gamma_wave / omega_wave * np.sin(omega_wave * t))
    wave_error = max(wave_error, abs(direct - formula))
assert wave_error < 0.01
k_free = 50.0
free_error = 0.0
for phase in (1.0, 2.0, 3.0, 4.0):
    propagator = expm(longitudinal_matrix(k_free, 1.0, 1.0, 0.0)
                      * phase / k_free)
    direct = (weight @ propagator @ np.ones(64)).real
    free_error = max(free_error, abs(direct - np.sin(phase) / phase))
assert free_error < 0.05

# Worked model crystal, SI units.
v, tau_n, tau_r, temperature = 4000.0, 1.0e-9, 1.0e-6, 10.0
tau = 1.0 / (1.0 / tau_n + 1.0 / tau_r)
second_speed = v / np.sqrt(3.0)


def energy_density(temp):
    """Three equal branches, temperature far below the Debye value."""
    xx = 30.0 * (nodes + 1.0)
    integral = np.sum(30.0 * node_weights * xx**3 / np.expm1(xx))
    return 3.0 * (kB * temp)**4 * integral / (2 * np.pi**2 * (hbar * v)**3)


heat_capacity = 2 * np.pi**2 * kB**4 * temperature**3 / (5 * (hbar * v)**3)
step = 1.0e-3
numeric_capacity = (energy_density(temperature + step)
                    - energy_density(temperature - step)) / (2 * step)
assert abs(numeric_capacity / heat_capacity - 1.0) < 1.0e-6
diffusivity = v**2 * tau_r / 3.0
conductivity = heat_capacity * diffusivity
nonlocal_length = v * np.sqrt(tau * tau_r / 5.0)


def model_root(k):
    return slowest(longitudinal_matrix(k, v, tau_n, 1.0 / tau_r))


# Low-frequency side: overdamping threshold and ordinary diffusion.
k_threshold = np.sqrt(3.0) / (2.0 * v * tau_r)
assert abs(model_root(0.9 * k_threshold).imag) * tau_r < 1.0e-5
assert abs(model_root(1.1 * k_threshold).imag) * tau_r > 0.1
k_diffusive = 0.01 * k_threshold
direct_diffusivity = -model_root(k_diffusive).real / k_diffusive**2
assert abs(direct_diffusivity / diffusivity - 1.0) < 1.0e-3

# Window of weak damping.
bound = 0.05
omega_best = np.sqrt(5.0 / (4.0 * tau * tau_r))
ratio_best = np.sqrt(4.0 * tau / (5.0 * tau_r))
half_width = np.sqrt(bound**2 - 4.0 * tau / (5.0 * tau_r))
omega_low = (bound - half_width) / (0.8 * tau)
omega_high = (bound + half_width) / (0.8 * tau)


def direct_ratio(k):
    root = model_root(k)
    return -root.real / abs(root.imag)


k_best = omega_best / second_speed
search = minimize_scalar(lambda y: direct_ratio(np.exp(y)),
                         bounds=(np.log(k_best / 4), np.log(k_best * 4)),
                         method="bounded", options={"xatol": 1.0e-6})
direct_omega_best = abs(model_root(np.exp(search.x)).imag)
k_low = brentq(lambda kk: direct_ratio(kk) - bound,
               0.3 * omega_low / second_speed, k_best)
k_high = brentq(lambda kk: direct_ratio(kk) - bound,
                k_best, 3.0 * omega_high / second_speed)
direct_low = abs(model_root(k_low).imag)
direct_high = abs(model_root(k_high).imag)
assert abs(direct_omega_best / omega_best - 1.0) < 0.03
assert abs(search.fun / ratio_best - 1.0) < 0.02
assert abs(direct_low / omega_low - 1.0) < 0.03
assert abs(direct_high / omega_high - 1.0) < 0.06
direct_speed = abs(model_root(k_best).imag) / k_best
assert abs(direct_speed / second_speed - 1.0) < 0.005

to_mhz = 1.0e-6 / (2.0 * np.pi)
path = 1.0e-3
print(f"grad-div coefficient, traceless: {coef_traceless:.4f}")
print(f"grad-div coefficient, trace kept: {coef_with_trace:.4f}")
print("Pure normal collisions, units v = tau_N = 1:")
print(f"  k used for damping: {k_small:.2f}")
print(f"  Gamma/k^2, kinetic equation: {long_damping:.4f}")
print(f"  Gamma/k^2, coefficient 1/3: {damping_third:.4f}")
print(f"  Gamma/k^2, coefficient 2: {damping_two:.4f}")
print(f"  transverse decay/k^2, kinetic: {trans_damping:.4f}")
print(f"  v/sqrt(3): {1 / np.sqrt(3):.4f}")
for kk, speed in zip(k_table, speed_table):
    print(f"  k = {kk:.1f}: wave speed, kinetic: {speed:.4f}")
print(f"  wave test, k = {k_wave:.2f}: max error {wave_error:.1e}")
print(f"  free-flight test, k = {k_free:.0f}: max error {free_error:.1e}")
print("Model crystal:")
print(f"  phonon speed v: {v:.0f} m/s")
print(f"  normal time tau_N: {tau_n * 1e9:.3f} ns")
print(f"  resistive time tau_R: {tau_r * 1e9:.0f} ns")
print(f"  combined time tau: {tau * 1e9:.3f} ns")
print(f"  temperature: {temperature:.0f} K")
print(f"  second-sound speed v/sqrt(3): {second_speed:.1f} m/s")
print(f"  speed at best k, kinetic: {direct_speed:.1f} m/s")
print(f"  heat capacity: {heat_capacity:.1f} J/(m^3 K)")
print(f"  diffusivity: {diffusivity:.3f} m^2/s")
print(f"  diffusivity, kinetic: {direct_diffusivity:.3f} m^2/s")
print(f"  conductivity: {conductivity:.0f} W/(m K)")
print(f"  nonlocal length: {nonlocal_length * 1e6:.2f} um")
print(f"  overdamping threshold k: {k_threshold:.1f} 1/m")
print(f"  1/tau_R: {1 / tau_r:.3e} 1/s")
print(f"  1/tau_N: {1 / tau_n:.3e} 1/s")
print(f"  best omega, formula: {omega_best:.3e} 1/s")
print(f"  best omega, kinetic: {direct_omega_best:.3e} 1/s")
print(f"  best frequency, formula: {omega_best * to_mhz:.3f} MHz")
print(f"  best wavelength: {2 * np.pi / k_best * 1e3:.3f} mm")
print(f"  least Gamma/omega, formula: {ratio_best:.5f}")
print(f"  least Gamma/omega, kinetic: {search.fun:.5f}")
print(f"  amplitude left per best period: "
      f"{np.exp(-2 * np.pi * ratio_best):.3f}")
print(f"  chosen bound on Gamma/omega: {bound:.2f}")
print(f"  amplitude left per period at bound: "
      f"{np.exp(-2 * np.pi * bound):.3f}")
print(f"  tau_R/tau needed for bound: {0.8 / bound**2:.0f}")
print(f"  tau_R/tau in model: {tau_r / tau:.0f}")
print(f"  lower edge omega, formula: {omega_low:.3e} 1/s")
print(f"  lower edge omega, kinetic: {direct_low:.3e} 1/s")
print(f"  upper edge omega, formula: {omega_high:.3e} 1/s")
print(f"  upper edge omega, kinetic: {direct_high:.3e} 1/s")
print(f"  lower edge frequency, formula: {omega_low * to_mhz:.3f} MHz")
print(f"  upper edge frequency, formula: {omega_high * to_mhz:.3f} MHz")
print(f"  path length: {path * 1e3:.0f} mm")
print(f"  second-sound arrival: {path / second_speed * 1e9:.1f} ns")
print(f"  ballistic arrival: {path / v * 1e9:.1f} ns")
print("all good")
```

Running it gives:

```
grad-div coefficient, traceless: 0.3333
grad-div coefficient, trace kept: 2.0000
Pure normal collisions, units v = tau_N = 1:
  k used for damping: 0.03
  Gamma/k^2, kinetic equation: 0.1333
  Gamma/k^2, coefficient 1/3: 0.1333
  Gamma/k^2, coefficient 2: 0.3000
  transverse decay/k^2, kinetic: 0.2000
  v/sqrt(3): 0.5774
  k = 0.1: wave speed, kinetic: 0.5780
  k = 0.3: wave speed, kinetic: 0.5826
  k = 1.0: wave speed, kinetic: 0.6191
  wave test, k = 0.05: max error 1.5e-03
  free-flight test, k = 50: max error 6.7e-03
Model crystal:
  phonon speed v: 4000 m/s
  normal time tau_N: 1.000 ns
  resistive time tau_R: 1000 ns
  combined time tau: 0.999 ns
  temperature: 10 K
  second-sound speed v/sqrt(3): 2309.4 m/s
  speed at best k, kinetic: 2309.6 m/s
  heat capacity: 1911.1 J/(m^3 K)
  diffusivity: 5.333 m^2/s
  diffusivity, kinetic: 5.333 m^2/s
  conductivity: 10193 W/(m K)
  nonlocal length: 56.54 um
  overdamping threshold k: 216.5 1/m
  1/tau_R: 1.000e+06 1/s
  1/tau_N: 1.000e+09 1/s
  best omega, formula: 3.537e+07 1/s
  best omega, kinetic: 3.546e+07 1/s
  best frequency, formula: 5.630 MHz
  best wavelength: 0.410 mm
  least Gamma/omega, formula: 0.02827
  least Gamma/omega, kinetic: 0.02826
  amplitude left per best period: 0.837
  chosen bound on Gamma/omega: 0.05
  amplitude left per period at bound: 0.730
  tau_R/tau needed for bound: 320
  tau_R/tau in model: 1001
  lower edge omega, formula: 1.096e+07 1/s
  lower edge omega, kinetic: 1.096e+07 1/s
  upper edge omega, formula: 1.142e+08 1/s
  upper edge omega, kinetic: 1.167e+08 1/s
  lower edge frequency, formula: 1.744 MHz
  upper edge frequency, formula: 18.170 MHz
  path length: 1 mm
  second-sound arrival: 433.0 ns
  ballistic arrival: 250.0 ns
all good
```
